# Hyperfine Coupling of a Donor Electron at Its Ionization Point

A phosphorus donor ten or twenty nanometres below the oxide interface of a silicon device can lose its electron to the interface when a gate pulls hard enough. Before the transfer the electron spin feels the donor nucleus with the full hyperfine coupling; afterwards it hardly feels it. In between, the electron is shared by tunnelling, and the coupling depends steeply on the field. What are the coupling and its field slope at the midpoint of the transfer?

## Setting and assumptions

Let $z$ be the depth below the interface and $e>0$ the elementary charge. A field of strength $F$ pulls the electron towards $z=0$, so its potential energy is $+eFz$. The assumptions are these.

1. **Two orbitals.** Near the transfer the electron occupies a donor orbital $\phi_D$ and an interface orbital $\phi_I$, real, orthonormal and independent of $F$ over the narrow range considered. Their charge centres are separated by $d=\langle z\rangle_D-\langle z\rangle_I>0$. The matrix element of $z$ between them is neglected, so the tunnelling element is constant.
2. **Contact coupling.** The hyperfine interaction is isotropic and proportional to the electron density at the nucleus. It equals $A>0$ for an electron in $\phi_D$, and $\phi_I$ has negligible amplitude at the nucleus.
3. **Weak spin coupling.** $A\ll V$ as energies, with $V$ the tunnelling gap defined below, and there is no magnetic field.
4. **Orbital ground state.** The upper orbital state is empty.

The tunnelling element is written $V/2$. The sign of $\phi_I$ is free, and it is chosen to make $V>0$. The *ionization point* $F_0$ is the field at which the two orbital levels are closest.

**Theorem.** Under these assumptions, to leading order in $A/V$,

$$A(F)=\frac A2\left[1-\frac{\varepsilon}{\sqrt{\varepsilon^2+V^2}}\right],\qquad \varepsilon=ed\,(F-F_0).$$

Hence

$$A(F_0)=\frac A2,\qquad \left.\frac{dA(F)}{dF}\right|_{F_0}=-\frac{eAd}{2V},$$

where $V$ is the full minimum splitting of the two orbital levels.

The factor 2 belongs to this meaning of $V$. If the off-diagonal element itself is called $t$, then $V=2t$ and the slope has magnitude $eAd/(4t)$.

## Lemma 1: the levels

**Lemma 1.** Apart from a common energy, the orbital Hamiltonian in the basis $(\phi_D,\phi_I)$ is

$$H=\frac12\begin{pmatrix}\varepsilon&V\\V&-\varepsilon\end{pmatrix},$$

with levels $E_\pm=\pm W/2$, where $W=\sqrt{\varepsilon^2+V^2}$.

*Proof.* Let $F_0$ be, for now, the field at which the two diagonal elements are equal. Changing the field adds $e(F-F_0)z$ to the Hamiltonian. The diagonal elements then differ by

$$e(F-F_0)\left(\langle z\rangle_D-\langle z\rangle_I\right)=ed\,(F-F_0)=\varepsilon.$$

Subtracting their mean leaves $\pm\varepsilon/2$. The characteristic equation is

$$\left(\frac\varepsilon2-E\right)\left(-\frac\varepsilon2-E\right)-\frac{V^2}{4}=0
\quad\Rightarrow\quad E^2=\frac{\varepsilon^2+V^2}{4}.$$

The splitting is $W$. Its smallest value is $V$, reached at $\varepsilon=0$, so $F_0$ is indeed the ionization point. ∎

The donor orbital lies farther from the interface, so a stronger pull raises it relative to the interface orbital. Positive $\varepsilon$ therefore means that the electron prefers the interface.

## Lemma 2: the donor weight

**Lemma 2.** The ground state $\psi=a\phi_D+b\phi_I$ has donor weight

$$P_D=a^2=\frac12\left(1-\frac\varepsilon W\right).$$

*Proof.* The first row of $H\psi=-\tfrac12W\psi$ reads $\varepsilon a+Vb=-Wa$, so $b=-a(W+\varepsilon)/V$. Normalization, $a^2+b^2=1$, gives

$$a^2=\frac{V^2}{V^2+(W+\varepsilon)^2}.$$

Since $V^2+\varepsilon^2=W^2$, the denominator is $2W^2+2W\varepsilon=2W(W+\varepsilon)$. The numerator is $V^2=(W-\varepsilon)(W+\varepsilon)$. Cancelling $W+\varepsilon$, which is positive, leaves $a^2=(W-\varepsilon)/(2W)$. ∎

## Lemma 3: from weight to coupling

**Lemma 3.** To leading order in $A/V$, the singlet-triplet splitting of the lower orbital branch is $A\,P_D$.

*Proof.* For a given orbital state the contact density is

$$\psi(0)^2=a^2\phi_D(0)^2+2ab\,\phi_D(0)\phi_I(0)+b^2\phi_I(0)^2,$$

where the argument 0 denotes the nucleus. Assumption 2 removes the last two terms. The spin interaction is therefore $A\,|D\rangle\langle D|\,\mathbf S\cdot\mathbf I$, with $\mathbf S$ and $\mathbf I$ the dimensionless electron and nuclear spins, both ½.

For total spin $J$,

$$\mathbf S\cdot\mathbf I=\tfrac12\left[J(J+1)-\tfrac34-\tfrac34\right]=\lambda,$$

so $\lambda=\tfrac14$ for the triplet and $-\tfrac34$ for the singlet. In each spin sector the interaction adds $A\lambda$ to the donor energy. Half of this is a common shift and the other half changes the detuning:

$$H_\lambda=\frac{A\lambda}{2}+\frac12\begin{pmatrix}\varepsilon+A\lambda&V\\V&-(\varepsilon+A\lambda)\end{pmatrix}.$$

By Lemma 1, the lower level is

$$E_\lambda=\frac{A\lambda}{2}-\frac12\sqrt{(\varepsilon+A\lambda)^2+V^2}.$$

To first order in $A$ the square root is $W+\varepsilon A\lambda/W$, so

$$E_\lambda\simeq-\frac W2+\frac{A\lambda}{2}\left(1-\frac\varepsilon W\right).$$

The two values of $\lambda$ differ by 1, and the splitting is $\tfrac A2(1-\varepsilon/W)=AP_D$. ∎

## Proof of the theorem

Lemmas 2 and 3 give $A(F)$. At $F_0$, $\varepsilon=0$ and the coupling is $A/2$. For the slope, use $dW/d\varepsilon=\varepsilon/W$:

$$\frac{d}{d\varepsilon}\frac{\varepsilon}{W}=\frac1W-\frac{\varepsilon^2}{W^3}=\frac{V^2}{W^3},
\qquad \frac{dP_D}{d\varepsilon}=-\frac{V^2}{2W^3}.$$

At $\varepsilon=0$, $W=V$, and this is $-1/(2V)$. Multiplying by $A$ and by $d\varepsilon/dF=ed$ gives $-eAd/(2V)$. ∎

**Remark 1: width and far limits.** The slope is steepest at $F_0$, where $W$ is smallest. It has half that magnitude when $W^3=2V^3$, that is, at $|\varepsilon|=V\sqrt{2^{2/3}-1}\simeq0.77V$. Far from the crossing, $|\varepsilon|/W\simeq1-V^2/(2\varepsilon^2)$. The coupling then approaches $A[1-V^2/(4\varepsilon^2)]$ on the donor side and $AV^2/(4\varepsilon^2)$ on the interface side. The last form holds only while the donor part dominates the density at the nucleus. Farther out, the small tail of $\phi_I$ dropped in assumption 2 is no longer negligible, because the cross term in the density falls as $a$ and the donor term as $a^2$. A smaller gap makes the transfer steeper but confines it to a narrower field range, of order $V/(ed)$.

**Remark 2: the limit of a very small gap.** The slope does not grow without bound as $V\to0$, because $A\ll V$ eventually fails. The derivative of each level with respect to $\varepsilon$ is its donor weight minus ½, so the slope of the splitting is $ed$ times the difference between the triplet and singlet donor weights, and its magnitude cannot exceed $ed$. At $\varepsilon=0$ the levels of Lemma 3 give the splitting

$$\frac A2-\frac12\left[\sqrt{V^2+\frac{A^2}{16}}-\sqrt{V^2+\frac{9A^2}{16}}\right].$$

For $A\ll V$, each root is $V+A^2\lambda^2/(2V)$. The bracket is then $-A^2/(4V)$ and the splitting is $A/2+A^2/(8V)$, a correction of $A/(4V)$ relative to $A/2$. For $V\ll A$ the bracket is $A/4-3A/4=-A/2$, and the splitting is $3A/4$: the singlet, lowered by $3A/4$, is still on the donor, while the triplet has already moved to the interface. Halving thus requires a gap much larger than the hyperfine energy.

**Remark 3: temperature.** The upper orbital state has donor weight $1-P_D$. If the electron switches between the orbital states fast enough to average the coupling, and the small spin energies are ignored in the Boltzmann weights, the mean donor weight is

$$\overline{P_D}=\frac12\left[1-\frac{\varepsilon}{W}\tanh\frac{W}{2kT}\right].$$

Here the hyperbolic tangent is the occupation of the lower state minus that of the upper. At $\varepsilon=0$ the value is still ½. Differentiating the tangent gives a term proportional to $\varepsilon^2$, which vanishes there, so the slope is multiplied by $\tanh[V/(2kT)]$. For $kT\gg V$ its magnitude tends to $eAd/(4kT)$, independent of the gap.

**Remark 4: magnetic field.** The flip-flop part of $\mathbf S\cdot\mathbf I$, namely $\tfrac12(S_+I_-+S_-I_+)$, already supplies half of the zero-field singlet-triplet splitting. A field that splits the electron spin by $E_Z$ can bring it into resonance with the orbital gap. At $\varepsilon=0$ the donor projector has an element of magnitude ½ between the two orbital states. The flip-flop term therefore links the lower orbital with electron spin up to the upper orbital with spin down, with strength $A/4$. With equal $g$ factors and the nuclear Zeeman energy neglected, these states differ in energy by $V-E_Z$. In second order the level shifts by $(A/4)^2/(V-E_Z)$. Near resonance this changes the hyperfine splitting of the electron resonance lines, $A/2$ at $F_0$, by a fraction of about $A/[8(V-E_Z)]$: roughly 1% at $|V-E_Z|=10A$ and 12% at $|V-E_Z|=A$. The simple result therefore needs $|V-E_Z|\gg A$. For $V=40$ µeV and $g\simeq2$, the resonance $E_Z=V$ lies near 0.35 T.

## A worked example

Take rough values for phosphorus in silicon: $A/h=120$ MHz, $d=15$ nm, $V=40$ µeV and $F_0=40000$ V/cm. A field change of 1 V/cm over 15 nm shifts the detuning by $ed=1.5$ µeV. Then

$$\frac{A(F_0)}{h}=60\ \text{MHz},\qquad
\frac1h\left|\frac{dA}{dF}\right|_{F_0}=\frac{120\times1.5}{2\times40}=2.25\ \text{MHz per V/cm},$$

or 22.5 kHz per V/m. The field scale is $V/(ed)=40/1.5=26.7$ V/cm, and the slope has halved 20.4 V/cm from $F_0$.

At $F-F_0=-10$ V/cm, $\varepsilon=-15$ µeV and $W=\sqrt{15^2+40^2}=42.7$ µeV. The coupling is $60(1+15/42.7)=81.1$ MHz; at $+10$ V/cm it is 38.9 MHz. The tangent line would give 82.5 and 37.5 MHz, so the curvature is already visible at this distance.

The hyperfine energy is 0.496 µeV, so the spin correction is $0.496/(4\times40)=0.31\%$ of the halved coupling. Diagonalizing the Hamiltonian with both spins included gives $0.5016A$ at $F_0$, in agreement. The thermal factor is 0.98 at 0.1 K but 0.055 at 4.2 K. In the two-level model the averaged coupling at 4.2 K would still be halved, with almost all of its field sensitivity at that point lost. But $kT$ is then about 0.36 meV, and any further interface levels within that range would also be occupied and lower the average.

## What a real donor changes

**Stark shift.** The field distorts the donor orbital before ionization. With a rough quadratic coefficient $\eta=0.003$ µm²/V², and the quadratic law assumed to hold up to $F_0=4$ V/µm, the donor coupling falls by $\eta F_0^2=4.8\%$. If 120 MHz is the zero-field value, the coupling at $F_0$ is 57.1 MHz and the crossing slope is 2.14 MHz per V/cm. The theorem still holds with $A$ read as the donor value in the field $F_0$. The variation of $A$ itself adds a slope of magnitude $2\eta F_0A/2=\eta F_0A$, which is $1.4\times10^{-4}$ MHz per V/cm and negligible here.

**A second valley level.** Silicon's conduction-band valleys give the interface a second level close above the first. Suppose that it lies 200 µeV higher and couples to the donor with the same element $V/2$; both are rough model choices. Let $\varepsilon$ now be the donor energy measured from the lower interface level. The derivative of each eigenvalue with respect to $\varepsilon$ is that state's donor weight. At the minimum gap the lowest two weights must therefore be equal. All three weights add up to 1, so

$$P_D=\frac{1-P_{\rm third}}{2}.$$

Diagonalization gives $P_D=0.495$ at a minimum gap of 39.8 µeV. The slope is 1.65% smaller than the two-level value for that same gap. The minimum moves to $\varepsilon=2.1$ µeV, or about 1.4 V/cm.

**Comparison with devices.** A coupling near 120 MHz and a donor depth of order 10 nm are representative of phosphorus in silicon. The gap is much less certain: it depends strongly on depth and on the details of the interface, and the slope scales inversely with it. For the numbers above, at 0.1 K and zero magnetic field, the Stark shift is the largest of the corrections sized here, at about 5%. At 4.2 K, thermal occupation dominates the slope. Image charges, strain and interface roughness are not included; they can change $V$, $d$ and $F_0$, which should be determined for the device in question.

## A test beyond two levels

The reduction to two orbitals can be tested on a problem that does not assume it. Consider a particle of mass $0.92\,m_e$ in one dimension, with a hard wall at $z=0$, the field energy $eFz$, and a Gaussian well 80 meV deep, of standard deviation 1 nm, centred at 15 nm. This represents a short-range donor, without the Coulomb tail or valleys of a real one. The equation was solved on a grid of spacing 0.05 nm.

The lowest two levels come closest at about 46700 V/cm, with a gap of 41.2 µeV. For comparison, the interface state is solved without the Gaussian well, and the isolated donor with the hard wall moved to $z=6$ nm, which removes the interface well. Their charge centres lie 11.6 nm apart. At the minimum gap, the ground-state density at the donor site is 0.498 of its value for the isolated donor in that field, which is kept as the reference density at all other fields. The field slope of this ratio agrees with $-ed/(2V)$ to well within 1%. At eight other fields, out to $|\varepsilon|=3V$, the density ratio differs from $P_D$ by at most 0.0016.

The calculation also shows that $d$ is not the donor depth. The interface orbital has its own extent, and here $d$ is 11.6 nm for a depth of 15 nm. Inserting the depth in the slope formula would overestimate the slope by a factor $15/11.6\simeq1.3$. The value $d=15$ nm in the worked example is a charge-centre separation, which in this geometry calls for a donor deeper than 15 nm. With the same Gaussian well, the gap at that greater depth would be only a few µeV, so the example's $d$ and $V$ are independent rough inputs, not a matched pair for this model. The remaining figures are in the numerical output below.

## Table of computed values

```
EXAMPLE INPUTS (rough, P in Si)
donor coupling A/h = 120 MHz
A as an energy = 0.4963 ueV
separation d = 15 nm
tunnelling gap V = 40 ueV
ionization field F0 = 40000 V/cm
EXAMPLE RESULTS
e*d = 1.500 ueV per V/cm
coupling at F0 = 60.00 MHz
slope magnitude, formula = 2.2500 MHz per V/cm
slope, diagonalization = -2.2500 MHz per V/cm
slope magnitude converted = 22.50 kHz per V/m
field scale V/(e*d) = 26.67 V/cm
slope halves at F - F0 = +/-20.44 V/cm
coupling at F - F0 = -10 V/cm: 81.07 MHz
coupling at F - F0 = +10 V/cm: 38.93 MHz
NEGLECTED EFFECTS
spin correction A/(4V) = 0.310 %
spin-resolved coupling at F0 = 0.50155 A
thermal slope factor at 0.1 K = 0.9809
thermal slope factor at 4.2 K = 0.0552
Stark coefficient (rough) = 0.003 um^2/V^2
Stark reduction of A at F0 = 4.8 %
halved coupling with Stark reduction = 57.1 MHz
crossing slope with Stark reduction = 2.142 MHz per V/cm
direct Stark slope = 1.44e-04 MHz per V/cm
second valley level (rough) = 200 ueV higher
donor weight at minimum gap, 3 levels = 0.4949
3-level minimum gap = 39.80 ueV
3-level detuning at minimum gap = 2.06 ueV
3-level slope / two-level slope at that gap = 0.9835
ONE-DIMENSIONAL GRID TEST
effective mass = 0.92 m_e, donor depth = 15 nm
Gaussian well: depth 80 meV, sigma 1 nm
ionization field = 46725.3 V/cm
isolated-level crossing = 46725.1 V/cm
minimum gap = 41.173 ueV
charge-centre separation = 11.596 nm
contact density at F0 / isolated donor = 0.49828
grid slope / two-level slope = 0.99976
summed contact density of both states = 0.99996
largest deviation along the curve = 0.00155
```
